# The Stern-Geary relation from two Tafel reactions at zero net current: test program

```python
"""
Stern-Geary relation: i_corr = B / R_p, B = b_a b_c / (ln 10 (b_a + b_c)).
i_corr : corrosion current density, equal anodic and cathodic partial currents
R_p    : polarisation resistance dE/di at the corrosion potential E_corr
b_a,b_c: anodic and cathodic Tafel slopes (V per decade), beta = b / ln 10
E_a,E_c: equilibrium potentials; i0a,i0c: exchange current densities
f      : n F / (R T), for n electrons and stoichiometric number one
Internal units: V, A/cm^2, ohm cm^2. Anodic net current is positive.
"""
import numpy as np
from scipy.constants import R, physical_constants
from scipy.optimize import brentq

FARADAY = physical_constants["Faraday constant"][0]
LN10 = np.log(10.0)


def slope_at(func, x, h=1e-4):
    """Fourth-order central difference."""
    return (8 * (func(x + h) - func(x - h))
            - (func(x + 2 * h) - func(x - 2 * h))) / (12 * h)


def find_zero(func, low, high):
    return brentq(func, low, high, xtol=1e-15, rtol=1e-15)


def tafel_pair(b_a, b_c, E_a, E_c, i0a, i0c):
    """Partial currents straight from the decade form of the Tafel laws."""
    def anodic(E):
        return i0a * 10 ** ((E - E_a) / b_a)

    def cathodic(E):
        return i0c * 10 ** (-(E - E_c) / b_c)
    return anodic, cathodic


def stern_geary_B(b_a, b_c):
    return b_a * b_c / (LN10 * (b_a + b_c))


# Relation and closed forms against root search and numerical slope
cases = [(0.06, 0.12, 1e-6, 1e-6), (0.03, 0.12, 1e-6, 1e-7),
         (0.06, 0.06, 1e-7, 1e-6), (0.10, 0.20, 1e-6, 1e-7)]
worst = 0.0
for ba, bc, ja0, jc0 in cases:
    Ea, Ec = -0.40, 0.0
    an, ca = tafel_pair(ba, bc, Ea, Ec, ja0, jc0)

    def net_case(E):
        return an(E) - ca(E)
    root = find_zero(net_case, Ea, Ec)
    resistance = 1 / slope_at(net_case, root)
    xa, xc = ba / LN10, bc / LN10
    E_formula = (xa * xc * np.log(jc0 / ja0) + xc * Ea + xa * Ec) / (xa + xc)
    i_formula = np.exp((xa * np.log(ja0) + xc * np.log(jc0) + Ec - Ea)
                       / (xa + xc))
    assert abs(root - E_formula) < 1e-11
    assert abs(an(root) / i_formula - 1) < 1e-9
    deviation = abs(stern_geary_B(ba, bc) / resistance / an(root) - 1)
    worst = max(worst, deviation)
    assert deviation < 1e-8

# Worked example
b_a, b_c = 0.06, 0.12
E_a, E_c = -0.40, 0.0
i0a = i0c = 1e-6
T, n = 298.15, 2
beta_a, beta_c = b_a / LN10, b_c / LN10
B = stern_geary_B(b_a, b_c)
anodic, cathodic = tafel_pair(b_a, b_c, E_a, E_c, i0a, i0c)


def net(E):
    return anodic(E) - cathodic(E)


E_corr = find_zero(net, E_a, E_c)
i_corr = anodic(E_corr)
R_p = 1 / slope_at(net, E_corr)

# Curve referred to E_corr, over a wide range of potential
for eta in (-0.15, -0.03, 0.02, 0.11):
    referred = i_corr * (np.exp(eta / beta_a) - np.exp(-eta / beta_c))
    assert abs(net(E_corr + eta) / referred - 1) < 1e-9

# Separate estimate: extrapolate distant branches of the net curve
far = np.linspace(0.25, 0.30, 21)
line_a = np.polyfit(far, np.log10(net(E_corr + far)), 1)
line_c = np.polyfit(-far, np.log10(-net(E_corr - far)), 1)
eta_cross = (line_c[1] - line_a[1]) / (line_a[0] - line_c[0])
i_extrap = 10 ** np.polyval(line_a, eta_cross)
b_a_fit, b_c_fit = 1 / line_a[0], -1 / line_c[0]
i_from_Rp = stern_geary_B(b_a_fit, b_c_fit) / R_p
assert abs(eta_cross) < 1e-5
assert abs(i_extrap / i_from_Rp - 1) < 1e-4


# Finite potential steps: error of the apparent corrosion current
def one_sided_error(eta):
    return B * net(E_corr + eta) / eta / i_corr - 1


def two_sided_error(eta):
    chord = (net(E_corr + eta) - net(E_corr - eta)) / (2 * eta)
    return B * chord / i_corr - 1


def one_sided_leading(eta):
    return eta / 2 * (1 / beta_a - 1 / beta_c)


def two_sided_leading(eta):
    return eta**2 / 6 * (1 / beta_a**2 - 1 / (beta_a * beta_c)
                         + 1 / beta_c**2)


# The remainders must fall as the next power: eta^2 and eta^4
ratio_one = ((one_sided_error(0.002) - one_sided_leading(0.002))
             / (one_sided_error(0.001) - one_sided_leading(0.001)))
ratio_two = ((two_sided_error(0.010) - two_sided_leading(0.010))
             / (two_sided_error(0.005) - two_sided_leading(0.005)))
assert abs(ratio_one - 4) < 0.1
assert abs(ratio_two - 16) < 0.2

# Full two-way kinetics: reverse currents kept
f = n * FARADAY / (R * T)
assert f > 1 / beta_a and f > 1 / beta_c
gap_rows = []
for gap in (0.40, 0.20, 0.10, 0.05):
    Ea, Ec = -gap, 0.0

    def metal(E):
        x = E - Ea
        return i0a * (np.exp(x / beta_a) - np.exp(-(f - 1 / beta_a) * x))

    def oxidant(E):
        x = E - Ec
        return i0c * (np.exp(-x / beta_c) - np.exp((f - 1 / beta_c) * x))

    def full_net(E):
        return metal(E) - oxidant(E)
    E_full = find_zero(full_net, Ea, Ec)
    i_full = metal(E_full)
    conductance = slope_at(full_net, E_full)
    bracket = (1 / beta_a + 1 / beta_c + f / np.expm1(f * (E_full - Ea))
               + f / np.expm1(f * (Ec - E_full)))
    assert abs(conductance / (i_full * bracket) - 1) < 1e-7
    gap_rows.append((gap, E_full, i_full, 1 / conductance,
                     B * conductance / i_full))
overestimates = [row[4] for row in gap_rows]
assert all(value > 1 for value in overestimates)
assert all(p < q for p, q in zip(overestimates, overestimates[1:]))
assert overestimates[0] - 1 < 1e-3
assert abs(gap_rows[0][2] / i_corr - 1) < 1e-3

print("INPUTS")
print(f"Tafel slopes b_a, b_c: {1e3*b_a:.0f}, {1e3*b_c:.0f} mV/decade")
print(f"equilibrium potentials E_a, E_c: {E_a:.2f}, {E_c:.2f} V")
print(f"exchange current densities: {1e6*i0a:.1f}, {1e6*i0c:.1f} uA/cm^2")
print(f"temperature: {T:.2f} K; electrons n: {n}")
print("TAFEL MODEL")
print(f"beta_a, beta_c: {1e3*beta_a:.3f}, {1e3*beta_c:.3f} mV")
print(f"1/beta_a, 1/beta_c: {1/beta_a:.3f}, {1/beta_c:.3f} 1/V")
print(f"B: {1e3*B:.3f} mV")
print(f"E_corr: {E_corr:.4f} V")
print(f"i_corr from partial current: {1e6*i_corr:.2f} uA/cm^2")
print(f"i_corr converted: {1e4*i_corr:.4f} A/m^2")
print(f"R_p from numerical slope: {R_p:.3f} ohm cm^2")
print(f"B/R_p: {1e6*B/R_p:.2f} uA/cm^2")
print(f"largest relative deviation, {len(cases)} cases: {worst:.1e}")
print("EXTRAPOLATION OF DISTANT BRANCHES")
print(f"fitted b_a, b_c: {1e3*b_a_fit:.3f}, {1e3*b_c_fit:.3f} mV/decade")
print(f"i_corr from crossing: {1e6*i_extrap:.2f} uA/cm^2")
print("FINITE STEPS: relative error of apparent i_corr")
for step in (0.010, -0.010):
    print(f"net current at {1e3*step:+.0f} mV: "
          f"{1e6*net(E_corr+step):+.2f} uA/cm^2")
    print(f"  one-sided error: {100*one_sided_error(step):+.2f} %, "
          f"leading term {100*one_sided_leading(step):+.2f} %")
print(f"two-sided 10 mV error: {100*two_sided_error(0.01):+.3f} %, "
      f"leading term {100*two_sided_leading(0.01):+.3f} %")
print(f"remainder ratio, one-sided 2 mV to 1 mV: {ratio_one:.3f}")
print(f"remainder ratio, two-sided 10 mV to 5 mV: {ratio_two:.3f}")
print("REVERSE CURRENTS KEPT")
print(f"f = nF/RT: {f:.3f} 1/V; 1/f: {1e3/f:.3f} mV")
for gap, E_full, i_full, R_full, over in gap_rows:
    print(f"gap E_c-E_a {gap:.2f} V: E_corr {E_full:.4f} V, "
          f"i_corr {1e6*i_full:.4f} uA/cm^2")
    print(f"  R_p {R_full:.2f} ohm cm^2, (B/R_p)/i_corr {over:.5f}")
print("done: every assertion held")
```

Running it gives:

```
INPUTS
Tafel slopes b_a, b_c: 60, 120 mV/decade
equilibrium potentials E_a, E_c: -0.40, 0.00 V
exchange current densities: 1.0, 1.0 uA/cm^2
temperature: 298.15 K; electrons n: 2
TAFEL MODEL
beta_a, beta_c: 26.058, 52.115 mV
1/beta_a, 1/beta_c: 38.376, 19.188 1/V
B: 17.372 mV
E_corr: -0.2667 V
i_corr from partial current: 166.81 uA/cm^2
i_corr converted: 1.6681 A/m^2
R_p from numerical slope: 104.141 ohm cm^2
B/R_p: 166.81 uA/cm^2
largest relative deviation, 4 cases: 9.3e-11
EXTRAPOLATION OF DISTANT BRANCHES
fitted b_a, b_c: 60.000, 120.000 mV/decade
i_corr from crossing: 166.81 uA/cm^2
FINITE STEPS: relative error of apparent i_corr
net current at +10 mV: +107.16 uA/cm^2
  one-sided error: +11.60 %, leading term +9.59 %
net current at -10 mV: -88.45 uA/cm^2
  one-sided error: -7.89 %, leading term -9.59 %
two-sided 10 mV error: +1.853 %, leading term +1.841 %
remainder ratio, one-sided 2 mV to 1 mV: 4.033
remainder ratio, two-sided 10 mV to 5 mV: 16.041
REVERSE CURRENTS KEPT
f = nF/RT: 77.843 1/V; 1/f: 12.846 mV
gap E_c-E_a 0.40 V: E_corr -0.2667 V, i_corr 166.8083 uA/cm^2
  R_p 104.14 ohm cm^2, (B/R_p)/i_corr 1.00004
gap E_c-E_a 0.20 V: E_corr -0.1332 V, i_corr 12.8914 uA/cm^2
  R_p 1337.43 ohm cm^2, (B/R_p)/i_corr 1.00757
gap E_c-E_a 0.10 V: E_corr -0.0655 V, i_corr 3.4957 uA/cm^2
  R_p 4486.85 ohm cm^2, (B/R_p)/i_corr 1.10757
gap E_c-E_a 0.05 V: E_corr -0.0307 V, i_corr 1.6351 uA/cm^2
  R_p 6978.76 ohm cm^2, (B/R_p)/i_corr 1.52239
done: every assertion held
```
